**Silicon-photomultiplier saturation: numerical tests and example**

For Poisson light of mean $\mu$ on $N$ cells with detection efficiency $\varepsilon$, the number $k$ of fired cells is binomial with mean $N(1-e^{-x})$, where $x=\varepsilon\mu/N$. The program asserts the general mean and variance by enumerating every photon fate on a four-cell device. It then adds photons one at a time to a 3600-cell device and asserts that the resulting distribution agrees with the binomial law for Poisson light and with the separate moments for a fixed photon number. Sums over the binomial distribution test the bias, spread and best load of the logarithmic inversion. Simulations, quadrature and a direct sum test the estimates for recovery, crosstalk, afterpulsing and uneven light. For a 4 MeV deposit the output shows 2120 fired cells on average, a linear reading of 2.65 MeV and a relative spread of 2.2% after inversion. Among the neglected effects, crosstalk with probability 0.10 gives the largest energy error, about +7%.

## Numerical check

```python
"""Saturation of a silicon photomultiplier (SiPM) by simultaneous photons.

Result under test: N cells, Poisson light of mean mu, detection efficiency eps,
x = eps*mu/N. The number k of fired cells is binomial with mean N*(1-exp(-x)).
For any photon-number law with generating function G(s) = <s**n>,
mean k = N*(1-G(1-eps/N)). Inversion: mu_est = -(N/eps)*log(1-k/N).
The largest neglected effects are estimated for the same example.
"""
from itertools import product
import numpy as np
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.stats import binom, poisson

rng = np.random.default_rng(12345)


def fired_moments(G, cells, eff):
    """Mean and variance of fired cells from the generating function."""
    q1, q2 = G(1 - eff / cells), G(1 - 2 * eff / cells)
    mean = cells * (1 - q1)
    var = cells * q1 + cells * (cells - 1) * q2 - (cells * q1) ** 2
    return mean, var


# Small device: enumerate every fate of every photon, for a two-valued n.
small_N, small_eps = 4, 0.4
photon_law = {2: 0.3, 5: 0.7}
m1 = m2 = 0.0
for n, weight in photon_law.items():
    for fate in product(range(small_N + 1), repeat=n):  # 0 means undetected
        prob = weight
        for target in fate:
            prob *= (1 - small_eps) if target == 0 else small_eps / small_N
        fired = len(set(fate) - {0})
        m1 += prob * fired
        m2 += prob * fired**2
mean_small, var_small = fired_moments(
    lambda s: sum(w * s**n for n, w in photon_law.items()), small_N, small_eps)
assert abs(m1 - mean_small) < 1e-12
assert abs(m2 - m1**2 - var_small) < 1e-12

# Worked example: rough typical values for plastic scintillator and SiPM.
side_um, pitch_um = 3000, 50
columns = side_um // pitch_um
N = columns**2
eps = 0.40
energy_MeV = 4.0
yield_per_keV = 10.0
collection = 0.20
decay_ns, recovery_ns = 2.0, 30.0
photons_per_MeV = 1000 * yield_per_keV * collection
mu = photons_per_MeV * energy_MeV
x = eps * mu / N
mean_k = N * (1 - np.exp(-x))
var_k = N * np.exp(-x) * (1 - np.exp(-x))

# Add photons one at a time: exact distribution of fired cells.
n_fixed = int(round(mu))
n_max = int(mu + 11 * np.sqrt(mu))
weights = poisson.pmf(np.arange(n_max + 1), mu)
k = np.arange(N + 1)
fire_new = eps * (N - k) / N
dist = np.zeros(N + 1)
dist[0] = 1.0
mixture = np.zeros(N + 1)
for n in range(n_max + 1):
    if n == n_fixed:
        dist_fixed = dist.copy()
    mixture += weights[n] * dist
    new = dist * (1 - fire_new)
    new[1:] += dist[:-1] * fire_new[:-1]
    dist = new
p_fire = 1 - np.exp(-x)
distribution_gap = np.abs(mixture - binom.pmf(k, N, p_fire)).sum()
assert distribution_gap < 1e-8
mix_mean = mixture @ k
assert abs(mix_mean - mean_k) < 1e-5
assert abs(mixture @ (k - mix_mean) ** 2 - var_k) < 1e-3

fixed_mean = dist_fixed @ k
fixed_var = dist_fixed @ (k - fixed_mean) ** 2
formula_mean, formula_var = fired_moments(lambda s: s**n_fixed, N, eps)
assert abs(fixed_mean - formula_mean) < 1e-6
assert abs(fixed_var - formula_var) < 1e-3
fixed_var_large_N = N * np.exp(-x) * (1 - (1 + eps * x) * np.exp(-x))
assert abs(fixed_var_large_N / fixed_var - 1) < 3e-3  # corrections of order 1/N
mean_excess = eps * x * np.exp(-x) / 2
assert abs((fixed_mean - mean_k) / mean_excess - 1) < 0.01


# Inversion: exact binomial averages against the large-N expansion.
def estimator_stats(load):
    """Bias and standard deviation of mu_est in photons, given k < N."""
    kk = np.arange(N)
    pmf = binom.pmf(kk, N, 1 - np.exp(-load))
    pmf /= pmf.sum()
    error = -(N / eps) * np.log1p(-kk / N) - N * load / eps
    bias = pmf @ error
    return bias, np.sqrt(pmf @ (error - bias) ** 2)


def relative_spread(load):
    return np.sqrt(np.expm1(load)) / (load * np.sqrt(N))


bias_exact, std_exact = estimator_stats(x)
bias_formula = np.expm1(x) / (2 * eps)
assert abs(bias_exact / bias_formula - 1) < 0.01
table_loads = [0.1, 0.5, 1.0, 2.0, 3.0]
for load in table_loads + [x]:
    exact_relative = estimator_stats(load)[1] * eps / (N * load)
    assert abs(exact_relative / relative_spread(load) - 1) < 0.01

x_best = brentq(lambda u: u - 2 * (1 - np.exp(-u)), 0.5, 3)
search = minimize_scalar(lambda u: estimator_stats(u)[1] / u,
                         bounds=(0.8, 2.5), method="bounded")
assert abs(search.x - x_best) < 0.02  # finite-N shift
x_ten = brentq(lambda u: (1 - np.exp(-u)) / u - 0.9, 0.01, 1)


def energy_from_cells(cells):
    return -(N / eps) * np.log1p(-cells / N) / photons_per_MeV


def energy_of_load(load):
    return load * N / (eps * photons_per_MeV)


assert abs(energy_from_cells(mix_mean) - energy_MeV) < 1e-6


# Recovery during the light pulse: mean relative overvoltage V and charge.
def recharge(t, state):
    rate = x * np.exp(-t / decay_ns) / decay_ns
    V = state[0]
    return [(1 - V) / recovery_ns - rate * V, rate * V]


solution = solve_ivp(recharge, (0, 40 * decay_ns), [1, 0],
                     rtol=1e-9, atol=1e-11)
recovery_per_cell = solution.y[1, -1] - p_fire

# Simulate many independent cells, hit by hit in time order.
sim_cells = 1_000_000
hits = rng.poisson(x * sim_cells)
cell = rng.integers(sim_cells, size=hits)
time = rng.exponential(decay_ns, hits)
order = np.lexsort((time, cell))
cell, time = cell[order], time[order]
counts = np.bincount(cell, minlength=sim_cells)
first_index = np.cumsum(counts) - counts
rank = np.arange(hits) - first_index[cell]


def simulated_extra(reduced_trigger):
    """Mean charge per cell from all hits after the first one."""
    last = np.full(sim_cells, -np.inf)
    extra = 0.0
    for r in range(counts.max()):
        chosen = rank == r
        c, t = cell[chosen], time[chosen]
        V = 1 - np.exp(-(t - last[c]) / recovery_ns)
        fires = np.ones(len(c), bool)
        if reduced_trigger:
            fires = rng.random(len(c)) < V
        if r > 0:
            extra += V[fires].sum()
        last[c[fires]] = t[fires]
    return extra / sim_cells


extra_full = simulated_extra(False)
extra_reduced = simulated_extra(True)
assert abs(extra_full - recovery_per_cell) < 3e-4  # about six standard errors
assert 0 < extra_reduced < extra_full
recovery_cells = N * recovery_per_cell
recovery_low_cells = N * extra_reduced

# Prompt crosstalk: at most one attempt per fired cell, on a neighbour.
crosstalk = 0.10
fraction = brentq(lambda f: 1 - f - np.exp(-x) * (1 - crosstalk * f / 4) ** 4,
                  0, 1)
crosstalk_cells = N * fraction - mean_k
trials = 400
primary = rng.random((trials, columns, columns)) < p_fire
attempt = rng.random(primary.shape) < crosstalk
direction = rng.integers(4, size=primary.shape)
moves = [(1, 1), (-1, 1), (1, 2), (-1, 2)]
state = primary.copy()
while True:
    before = state.sum()
    for d, (shift, axis) in enumerate(moves):  # periodic edges
        state |= np.roll(state & attempt & (direction == d), shift, axis=axis)
    if state.sum() == before:
        break
crosstalk_sim = (state.sum() - primary.sum()) / trials
assert abs(crosstalk_sim - crosstalk_cells) < 5  # neighbour correlations

# Afterpulsing, first order: delayed release into a recovering cell.
after_prob, trap_ns = 0.03, 20.0
after_fraction = after_prob * trap_ns / (trap_ns + recovery_ns)
after_integral = quad(lambda t: after_prob * np.exp(-t / trap_ns) / trap_ns
                      * (1 - np.exp(-t / recovery_ns)), 0, np.inf)[0]
assert abs(after_fraction - after_integral) < 1e-8
after_cells = mean_k * after_fraction

# Uneven light: linear intensity slope across the device.
slope = 0.30
position = (2 * np.arange(columns) + 1) / columns - 1
intensity = 1 + slope * position
uneven_cells = columns * np.sum(1 - np.exp(-x * intensity)) - mean_k
uneven_formula = -N * np.exp(-x) * x**2 * np.var(intensity) / 2
assert abs(uneven_formula / uneven_cells - 1) < 0.01

print(f"cells N: {N} (side {side_um} um, pitch {pitch_um} um)")
print(f"detection efficiency eps: {eps:.2f}")
print(f"deposited energy: {energy_MeV:.1f} MeV")
print(f"light yield: {yield_per_keV:.0f} photons/keV")
print(f"fraction reaching device: {collection:.2f}")
print(f"mean photons on device mu: {mu:.0f}")
print(f"mean triggers without saturation eps*mu: {eps * mu:.0f}")
print(f"load x: {x:.4f}")
print(f"unfired fraction exp(-x): {np.exp(-x):.4f}")
print(f"mean fired cells, Poisson light: {mean_k:.2f}")
print(f"std of fired cells, Poisson light: {np.sqrt(var_k):.2f}")
print(f"mean fired cells, fixed n: {fixed_mean:.2f}")
print(f"excess of fixed-n mean, formula: {mean_excess:.4f} cells")
print(f"std of fired cells, fixed n: {np.sqrt(fixed_var):.2f}")
print(f"same, large-N formula: {np.sqrt(fixed_var_large_N):.2f}")
print(f"summed gap, chain vs binomial: {distribution_gap:.1e}")
print(f"response relative to linear: {mean_k / (eps * mu):.4f}")
print(f"energy from linear reading: "
      f"{mean_k / (eps * photons_per_MeV):.3f} MeV")
print(f"inversion bias, exact sum: {bias_exact:.3f} photons")
print(f"inversion bias, formula: {bias_formula:.3f} photons")
print(f"inversion std, exact sum: {std_exact:.1f} photons")
print(f"inversion std, formula: {mu * relative_spread(x):.1f} photons")
print(f"relative spread: {100 * relative_spread(x):.3f} %")
print(f"spread without saturation: {100 / np.sqrt(eps * mu):.3f} %")
print(f"10 % nonlinearity: x = {x_ten:.4f}, "
      f"E = {energy_of_load(x_ten):.3f} MeV")
print(f"best spread: x = {x_best:.4f}, E = {energy_of_load(x_best):.2f} MeV")
print(f"best x from exact sums: {search.x:.4f}")
print(f"best relative spread: {100 * relative_spread(x_best):.3f} %")
for load in table_loads:
    print(f"x = {load:.1f}: fired {100 * (1 - np.exp(-load)):.2f} %, "
          f"spread {100 * relative_spread(load):.2f} %")
print(f"light decay: {decay_ns:.0f} ns, cell recovery: {recovery_ns:.0f} ns")
print(f"crosstalk probability: {crosstalk:.2f}")
print(f"afterpulse probability: {after_prob:.2f}, trap time {trap_ns:.0f} ns")
print(f"light slope: +/-{100 * slope:.0f} % from centre to edges")
print(f"crosstalk simulation: {crosstalk_sim:+.1f} cells")
print("neglected effect: charge in cell units, energy error")
for name, change in [("recovery, upper", recovery_cells),
                     ("recovery, reduced trigger", recovery_low_cells),
                     ("crosstalk", crosstalk_cells),
                     ("afterpulsing", after_cells),
                     ("uneven light", uneven_cells)]:
    error = 100 * (energy_from_cells(mean_k + change) / energy_MeV - 1)
    print(f"{name}: {change:+.1f} cells, {error:+.2f} %")
print("all tests passed")
```

Printed output:

```
cells N: 3600 (side 3000 um, pitch 50 um)
detection efficiency eps: 0.40
deposited energy: 4.0 MeV
light yield: 10 photons/keV
fraction reaching device: 0.20
mean photons on device mu: 8000
mean triggers without saturation eps*mu: 3200
load x: 0.8889
unfired fraction exp(-x): 0.4111
mean fired cells, Poisson light: 2120.00
std of fired cells, Poisson light: 29.52
mean fired cells, fixed n: 2120.07
excess of fixed-n mean, formula: 0.0731 cells
std of fired cells, fixed n: 25.60
same, large-N formula: 25.60
summed gap, chain vs binomial: 1.3e-13
response relative to linear: 0.6625
energy from linear reading: 2.650 MeV
inversion bias, exact sum: 1.791 photons
inversion bias, formula: 1.791 photons
inversion std, exact sum: 179.6 photons
inversion std, formula: 179.5 photons
relative spread: 2.244 %
spread without saturation: 1.768 %
10 % nonlinearity: x = 0.2146, E = 0.966 MeV
best spread: x = 1.5936, E = 7.17 MeV
best x from exact sums: 1.5892
best relative spread: 2.071 %
x = 0.1: fired 9.52 %, spread 5.41 %
x = 0.5: fired 39.35 %, spread 2.68 %
x = 1.0: fired 63.21 %, spread 2.18 %
x = 2.0: fired 86.47 %, spread 2.11 %
x = 3.0: fired 95.02 %, spread 2.43 %
light decay: 2 ns, cell recovery: 30 ns
crosstalk probability: 0.10
afterpulse probability: 0.03, trap time 20 ns
light slope: +/-30 % from centre to edges
crosstalk simulation: +88.5 cells
neglected effect: charge in cell units, energy error
recovery, upper: +58.5 cells, +4.54 %
recovery, reduced trigger: +7.9 cells, +0.60 %
crosstalk: +88.7 cells, +6.96 %
afterpulsing: +25.4 cells, +1.95 %
uneven light: -17.6 cells, -1.33 %
all tests passed
```
